# Dual Projectors for Ultrasoft Pseudopotentials

## Result

Let $\phi_1,\dots,\phi_N$ be pseudo partial waves of one angular-momentum channel, with real reference energies $\varepsilon_i$. Let $T$ be the kinetic-energy operator and $V_{\rm loc}$ a real local potential. Define

$$
\chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\qquad
B_{ij}=\langle\phi_i|\chi_j\rangle,\qquad
\beta_i=\sum_{j=1}^{N}(B^{-1})_{ji}\,\chi_j .
$$

If the matrix $B$ is invertible, then

$$
\langle\beta_i|\phi_j\rangle=\delta_{ij}.
$$

The matrix $B$ need not be symmetric, and the $\phi_i$ need not conserve the norm of the all-electron waves. The index order $ji$ in the definition of $\beta_i$ matters whenever $B$ is not symmetric.

## Proof of duality

The inner product $\langle f|g\rangle=\int f^*g$ is linear in its right argument. Insert the definition of $\beta_i$ there:

$$
\langle\phi_k|\beta_i\rangle
=\sum_j\langle\phi_k|\chi_j\rangle(B^{-1})_{ji}
=\sum_j B_{kj}(B^{-1})_{ji}
=(BB^{-1})_{ki}=\delta_{ki}.
$$

The second equality is the definition of $B$; the third is the rule for a matrix product. Since $\langle\beta_i|\phi_k\rangle=\langle\phi_k|\beta_i\rangle^*$ and $\delta_{ki}$ is real, complex conjugation gives $\langle\beta_i|\phi_k\rangle=\delta_{ik}$. The proof therefore covers complex functions, with no extra conjugation in the definition of $\beta_i$.

Duality makes $\beta_i$ a coefficient reader. For $f=\sum_j c_j\phi_j$ inside the sphere where the projectors live,

$$
\langle\beta_i|f\rangle=\sum_j c_j\langle\beta_i|\phi_j\rangle=c_i .
$$

The $\phi_j$ need not be orthogonal for this to hold.

The projectors are also unique within the span of the $\chi_j$. Write any candidate as $\tilde\beta_i=\sum_j\chi_jA_{ji}$. Then $\langle\phi_k|\tilde\beta_i\rangle=(BA)_{ki}$, and duality demands $BA=1$, hence $A=B^{-1}$.

If the indices of the inverse are interchanged, the functions $\sum_j(B^{-1})_{ij}\chi_j$ have overlaps

$$
\sum_jB_{kj}(B^{-1})_{ij}=\big[B(B^{-1})^{T}\big]_{ki}.
$$

This is the unit matrix if and only if $B=B^T$, as multiplication from the right by $B^T$ shows.

## Radial conventions and locality

Hartree atomic units are used from here on. Write a partial wave as $u(r)Y_{lm}/r$. The radial inner product is then $\int u_i^*u_j\,dr$, because the volume factor $r^2$ cancels the two factors $1/r$. The radial kinetic operator is

$$
T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.
$$

The symbols $\phi_i$, $\chi_i$ and $\beta_i$ now denote these radial functions. A three-dimensional projector is $\beta_i(r)Y_{lm}/r$; code that stores $\beta_i(r)/r$ must restore the factor $r^2$ in its radial integrals.

Let $\psi_i$ be the regular all-electron radial wave at energy $\varepsilon_i$ in the local potential $V_{\rm AE}$. Beyond a radius $r_c$, set $\phi_i=\psi_i$ and $V_{\rm loc}=V_{\rm AE}$. There

$$
\chi_i=(\varepsilon_i-T-V_{\rm AE})\psi_i=0\qquad(r>r_c),
$$

and $\beta_i$, a combination of the $\chi_j$, vanishes as well. The integrals for $B$ and for the duality relation thus extend over $0<r<r_c$ and stay finite even if $\varepsilon_i$ is not a bound-state energy and $\phi_i$ cannot be normalized.

Smoothness at $r_c$ sets the matching conditions. A jump in $\phi_i'$ would put a delta function into $T\phi_i$, so value and slope must match. If $V_{\rm loc}$ is continuous, matching $\phi_i''$ also makes $\chi_i$ continuous, because each term of $\chi_i$ then takes its all-electron value at $r_c$. Differentiating $\chi_i$ brings in $\phi_i'''$ and $V_{\rm loc}'$; matching these too makes $\chi_i'(r_c)=0$.

## When $B$ can be inverted

Linear dependence of either set of functions on $0<r<r_c$ makes $B$ singular. If $\sum_jc_j\chi_j=0$ with some $c_j\ne0$, then $\sum_jB_{ij}c_j=0$. If $\sum_ic_i\phi_i=0$ inside $r_c$, then $\sum_ic_i^*B_{ij}=0$. Two cases follow:

- If $\phi_k$ already solves the equation with $V_{\rm loc}$ alone, then $\chi_k=0$ and column $k$ of $B$ vanishes. That wave must be removed from the set. If it was the only wave of the channel, no projector is needed to reproduce $\varepsilon_k$; any difference between its norm inside $r_c$ and the all-electron norm is then left uncorrected. Otherwise the remaining projectors, being combinations of the other $\chi_j$, still overlap with it through $B_{kj}=\langle\phi_k|\chi_j\rangle$, and the operator $V_{\rm NL}$ defined below leaves it undisturbed only if all these overlaps vanish.
- If two reference energies coincide, their regular all-electron waves are proportional. A linear pseudization recipe then gives proportional $\phi$'s, and $B$ is singular.

Linear independence is necessary but not sufficient. The equation $Bc=0$ says that $\sum_jc_j\chi_j$ is orthogonal to every $\phi_i$, which can happen with a nonzero combination. A model with one wave shows it. Replace $T+V_{\rm loc}$ by the $2\times2$ matrix with zero diagonal and off-diagonal elements $-1$, and take $\varepsilon=0$ and $\phi=(1,0)^T$. Then $\chi=(0,1)^T\neq0$, but $B=\langle\phi|\chi\rangle=0$.

A nearly singular $B$ is a practical concern. Suppose that the projectors are built with $B$, but another integration grid gives $B+\delta B$ for the same overlaps. The duality matrix on that grid is

$$
(B+\delta B)B^{-1}=1+\delta B\,B^{-1}.
$$

Large elements of $B^{-1}$ amplify small integration errors.

The normalization of the waves is free. If $\phi_i$ is replaced by $s_i\phi_i$ with real $s_i\neq0$, then $\chi_i$ becomes $s_i\chi_i$ and $B_{ij}$ becomes $s_is_jB_{ij}$. The new projector is

$$
\sum_j\frac{(B^{-1})_{ji}}{s_js_i}\,s_j\chi_j=\frac{\beta_i}{s_i}.
$$

Duality survives, while the condition number of $B$ generally changes. A condition number must therefore be read together with the chosen normalization.

## What the projectors do in the Hamiltonian

Define the nonlocal operator

$$
V_{\rm NL}=\sum_{ij}|\beta_i\rangle B_{ij}\langle\beta_j|.
$$

Duality removes the sum over $j$ when it acts on a reference wave:

$$
V_{\rm NL}\phi_k=\sum_i\beta_iB_{ik}
=\sum_j\chi_j\sum_i(B^{-1})_{ji}B_{ik}=\chi_k .
$$

Since $\chi_k=(\varepsilon_k-T-V_{\rm loc})\phi_k$, it follows that

$$
(T+V_{\rm loc}+V_{\rm NL})\phi_k=\varepsilon_k\phi_k .
$$

Duality alone would not suffice for this. One may add to each $\beta_i$ a function $\eta_i$ orthogonal to all the $\phi_j$, and duality is preserved. The result of $V_{\rm NL}\phi_k$ then changes by $\sum_i\eta_iB_{ik}$. Because $B$ is invertible, this change vanishes for all $k$ only if every $\eta_i=0$. The choice of projectors in the span of the $\chi_j$ is thus part of the construction.

For one real wave, $\beta=\chi/B$ and $V_{\rm NL}=|\chi\rangle\langle\chi|/\langle\phi|\chi\rangle$, the Kleinman–Bylander form.

## Asymmetry of $B$ and the ultrasoft form

For real radial waves, write out the difference of two off-diagonal elements. The local potential and the centrifugal term cancel:

$$
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_{r_c}
+\frac12\int_0^{r_c}(\phi_i\phi_j''-\phi_j\phi_i'')\,dr .
$$

The subscript $r_c$ restricts an overlap to $0<r<r_c$. The plus sign before the integral comes from $-T=+\frac12d^2/dr^2-\dots$. The integrand is the derivative of $W=\phi_i\phi_j'-\phi_j\phi_i'$, which vanishes at the origin for regular waves. Hence

$$
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle_{r_c}+\tfrac12W(r_c).
$$

The same steps for the all-electron waves start from zero, because $(\varepsilon_i-T-V_{\rm AE})\psi_i=0$:

$$
0=(\varepsilon_j-\varepsilon_i)\langle\psi_i|\psi_j\rangle_{r_c}+\tfrac12W(r_c).
$$

The two values of $W(r_c)$ agree since values and slopes match. Define the norm deficits

$$
q_{ij}=\langle\psi_i|\psi_j\rangle_{r_c}-\langle\phi_i|\phi_j\rangle_{r_c}.
$$

Subtracting the second relation from the first gives

$$
B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}=(\varepsilon_i-\varepsilon_j)q_{ij}.
$$

If all $q_{ij}$ vanish, which is generalized norm conservation, $B$ is symmetric. Otherwise $V_{\rm NL}$ is in general not Hermitian, although it reproduces the reference waves. The ultrasoft form moves the asymmetry into an overlap operator. Set

$$
D_{ij}=B_{ij}+\varepsilon_jq_{ij},\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .
$$

Since $q_{ij}=q_{ji}$,

$$
D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}+(\varepsilon_j-\varepsilon_i)q_{ij}=0.
$$

Duality again reduces the action on a reference wave to one sum:

$$
\sum_{ij}\beta_iD_{ij}\langle\beta_j|\phi_k\rangle
=\sum_i\beta_i(B_{ik}+\varepsilon_kq_{ik})
=\chi_k+\varepsilon_k\sum_i\beta_iq_{ik}.
$$

Adding $(T+V_{\rm loc})\phi_k=\varepsilon_k\phi_k-\chi_k$ cancels $\chi_k$. What remains is $\varepsilon_k(\phi_k+\sum_i\beta_iq_{ik})=\varepsilon_kS\phi_k$, so

$$
\Big(T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|\Big)\phi_k
=\varepsilon_kS\phi_k .
$$

The overlap operator restores the missing charge. With its integral restricted to the sphere, duality gives

$$
\langle\phi_i|S|\phi_j\rangle_{r_c}
=\langle\phi_i|\phi_j\rangle_{r_c}+q_{ij}
=\langle\psi_i|\psi_j\rangle_{r_c}.
$$

This identity concerns the span of the reference waves. It does not prove that $S$ is positive for every function, so an implementation should check its smallest eigenvalue.

## Hydrogen with two s projectors

Take the nonrelativistic hydrogen atom with a fixed point nucleus. The reference waves are the 1s and 2s orbitals,

$$
\psi_1=2re^{-r},\qquad
\psi_2=\frac{r}{\sqrt2}\Big(1-\frac r2\Big)e^{-r/2},
$$

at $\varepsilon_1=-0.5$ and $\varepsilon_2=-0.125$ hartree, and $r_c=1.5$ bohr. Inside $r_c$, each wave is an odd polynomial of degree 7 matched through the third derivative:

$$
\begin{aligned}
\phi_1&=1.126110\,r-0.515988\,r^3+0.121895\,r^5-0.011937\,r^7,\\
\phi_2&=0.387590\,r-0.225394\,r^3+0.051078\,r^5-0.004875\,r^7.
\end{aligned}
$$

The local potential is matched to $-1/r$ through the second derivative:

$$
V_{\rm loc}=-1.250000+0.370370\,r^2-0.049383\,r^4 .
$$

At $r=0.5$ bohr these polynomials give $\phi_1=0.502272$, $\phi_1''=-1.258894$ and $V_{\rm loc}=-1.160494$ in atomic units. With $l=0$,

$$
\begin{aligned}
\chi_1&=\varepsilon_1\phi_1+\tfrac12\phi_1''-V_{\rm loc}\phi_1\\
&=-0.251136-0.629447+0.582884=-0.29770
\end{aligned}
$$

in hartree bohr$^{-1/2}$. Integration over the sphere yields, in hartree,

$$
B=\begin{pmatrix}-0.173407&-0.062778\\-0.053074&-0.019164\end{pmatrix}.
$$

For two projectors the inverse can be written out:

$$
\beta_1=\frac{B_{22}\chi_1-B_{21}\chi_2}{\det B},\qquad
\beta_2=\frac{-B_{12}\chi_1+B_{11}\chi_2}{\det B}.
$$

The determinant is a small difference. From the rounded entries,

$$
B_{11}B_{22}-B_{12}B_{21}\approx0.00332317-0.00333188=-8.71\times10^{-6},
$$

whereas the unrounded matrix gives $-8.6055\times10^{-6}$ hartree$^2$. Rounding at the sixth decimal has changed the determinant by about 1%. Stored tables should therefore keep the full working precision. The condition number of $B$ is about 4300 in this normalization, and the inverse, in hartree$^{-1}$, is

$$
B^{-1}=\begin{pmatrix}2226.99&-7295.03\\-6167.45&20150.72\end{pmatrix}.
$$

The source of the near-singularity is seen by writing each product in $\det B$ as a double integral, which gives $\det B=\iint\phi_1(r)\phi_2(s)[\chi_1(r)\chi_2(s)-\chi_1(s)\chi_2(r)]\,dr\,ds$. Averaging this with the same expression after exchange of $r$ and $s$ yields

$$
\det B=\tfrac12\iint[\phi_1(r)\phi_2(s)-\phi_1(s)\phi_2(r)]\,[\chi_1(r)\chi_2(s)-\chi_1(s)\chi_2(r)]\,dr\,ds .
$$

Each bracket vanishes for proportional functions. Here the $\chi$ pair is close to proportional: $\chi_1/\chi_2$ is 2.93 near the origin, 2.85 at $r=0.5$ bohr, 2.70 at $r=1.0$ bohr and 2.57 at $r=1.45$ bohr. The $\phi$ pair is less so: the polynomials above give $\phi_1/\phi_2=2.91$ at the origin, $3.00$ and $3.46$ at 0.5 and 1.0 bohr, and $5.34$ at $r_c$. In the inner product on $0<r<r_c$, the sine of the angle between the two functions is 0.026 for the $\chi$ pair and 0.15 for the $\phi$ pair. Both factors reduce $\det B$, the $\chi$ pair more strongly. Divided by the product of the norms of the four functions, $|\det B|$ is 0.0021. This is the product of the two sines and a third factor, 0.54, the product of the cosines of the principal angles between the span of the $\phi_i$ and the span of the $\chi_j$.

With $\chi_2=-0.104330$ hartree bohr$^{-1/2}$ at $r=0.5$ bohr, the first column of $B^{-1}$ gives

$$
\begin{aligned}
\beta_1&=2226.99(-0.297700)-6167.45(-0.104330)\\
&\approx-662.98+643.45=-19.53\ \text{bohr}^{-1/2}.
\end{aligned}
$$

The unrounded calculation gives $-19.524$ bohr$^{-1/2}$, and $\beta_2=69.400$ bohr$^{-1/2}$ at the same radius. These large amplitudes are compatible with unit overlaps: exact polynomial integration of $\beta_i\phi_j$, separate from the quadrature used for $B$, gives the unit matrix with a largest absolute error of $2.4\times10^{-13}$.

The amplification of integration errors can be read from $B^{-1}$. An error of $10^{-6}$ hartree in $B_{22}$ alone changes $\langle\phi_2|\beta_2\rangle$ by $10^{-6}\times20150.72\approx0.020$.

The norm deficits are

$$
q=\begin{pmatrix}0.073043&0.025876\\0.025876&0.009122\end{pmatrix}.
$$

They account for the asymmetry of $B$:

$$
(\varepsilon_1-\varepsilon_2)q_{12}=(-0.375)(0.025876)=-0.009703\ \text{hartree},
$$

in agreement with $B_{12}-B_{21}$ from the separate integrals. This modest asymmetry has a large effect if the indices of $B^{-1}$ are interchanged. The overlap matrix becomes

$$
B(B^{-1})^T=\begin{pmatrix}71.79&-195.53\\21.61&-58.85\end{pmatrix}.
$$

Its deviation from the unit matrix is $(B-B^T)(B^{-1})^T$. The element in row 1, column 2 is $(B_{12}-B_{21})(B^{-1})_{22}=(-0.009703)(20150.72)\approx-195.5$: a small asymmetry multiplied by a large inverse.

The two off-diagonal ultrasoft coefficients now agree:

$$
\begin{aligned}
D_{12}&=-0.062778-0.125(0.025876)=-0.06601\ \text{hartree},\\
D_{21}&=-0.053074-0.5(0.025876)=-0.06601\ \text{hartree}.
\end{aligned}
$$

The diagonal elements are $D_{11}=-0.209929$ and $D_{22}=-0.020305$ hartree.

The Hamiltonians were diagonalized in a spline basis on $0<r<40$ bohr, with waves vanishing at both ends. With $V_{\rm loc}$ alone, the two lowest levels are $-0.3567$ and $-0.1052$ hartree. Both the $B$ form and the ultrasoft form with $D$ and $S$ bring back $-0.500000$ and $-0.125000$ hartree. The numerical check requires agreement within $10^{-6}$ hartree for each.

The third ultrasoft level is $-0.055554$ hartree, compared with $-0.055556$ hartree for the hydrogen 3s state, which was not a reference wave. The difference is an effect of the box. Exact hydrogen with a wall at 40 bohr has levels $E=-1/(2\nu^2)$ fixed by ${}_1F_1(1-\nu;2;80/\nu)=0$. Its 3s level is $-0.0555542$ hartree, $1.3\times10^{-6}$ hartree above $-1/18$, which rounds to the same $-0.055554$.

The printed $q$ has a slightly negative determinant, about $-3.3\times10^{-6}$, so some combination of the two waves has a negative norm deficit. The overlap operator is nevertheless positive in this basis: its smallest eigenvalue is 0.9699.

## Order of operations in code

1. Construct $\phi_i$ and $V_{\rm loc}$, and evaluate $\chi_i$ with the same kinetic operator and potential that enter the Hamiltonian.
2. Integrate $B_{ij}=\langle\phi_i|\chi_j\rangle$ without symmetrizing it. Replacing $B$ by its symmetric part would break $BB^{-1}=1$ for the actual overlaps.
3. Solve $BA=1$ and form $\beta_i=\sum_j\chi_jA_{ji}$. If the $\chi_j$ are columns of an array $X$, the projectors are the columns of $XA$.
4. Evaluate $\langle\beta_i|\phi_j\rangle$ on the grid used in production. A deviation from $\delta_{ij}$ measures $\delta B\,B^{-1}$, including its amplification.
5. Form $q$ and $D$, check that $D$ is symmetric, and check that $S$ is positive. For real all-electron waves that obey the nonrelativistic radial equation used here, an asymmetric $D$ signals an error in the matching, the evaluation of $\chi_i$, the integration or the reference waves, since the derivation of $D_{ij}=D_{ji}$ uses all four.

## Table of computed values

```
r_c = 1.5 bohr
eps_1, eps_2 = -0.5, -0.125 hartree
phi_1 coefficients of r, r^3, r^5, r^7 (atomic units): 1.126110 -0.515988 0.121895 -0.011937
phi_2 coefficients of r, r^3, r^5, r^7 (atomic units): 0.387590 -0.225394 0.051078 -0.004875
V_loc coefficients of 1, r^2, r^4 (atomic units): -1.250000 0.370370 -0.049383
B row 1: -0.173407 -0.062778 hartree
B row 2: -0.053074 -0.019164 hartree
det B = -8.605520e-06 hartree^2
condition number of B = 4322.26
B^-1 row 1: 2226.993657 -7295.033662 1/hartree
B^-1 row 2: -6167.446099 20150.718558 1/hartree
r = 0.5 bohr: chi_1, chi_2 = -0.297700, -0.104330 hartree bohr^-1/2
r = 0.5 bohr: beta_1, beta_2 = -19.52426, 69.40018 bohr^-1/2
r = 1.0 bohr: chi_1, chi_2 = -0.270768, -0.100227 hartree bohr^-1/2
r = 1.0 bohr: beta_1, beta_2 = 15.14668, -44.38662 bohr^-1/2
<beta_i|phi_j> row 1: 1.000000 -0.000000 (dimensionless)
<beta_i|phi_j> row 2: 0.000000 1.000000 (dimensionless)
largest duality error = 2.4e-13
overlap <phi_k|beta_i>, wrong index order row 1: 71.787192 -195.532035 
overlap <phi_k|beta_i>, wrong index order row 2: 21.609582 -58.845672 
largest error, wrong index order = 195.53203
q row 1: 0.073043 0.025876 (dimensionless)
q row 2: 0.025876 0.009122 (dimensionless)
B_12 - B_21 = -0.00970348 hartree
(eps_1-eps_2) q_12 = -0.00970348 hartree
D row 1: -0.209929 -0.066012 hartree
D row 2: -0.066012 -0.020305 hartree
V_loc alone, lowest two levels: -0.356664 -0.105209 hartree
level nearest eps_1, B form: -0.50000000 hartree
level nearest eps_1, D and S form: -0.50000000 hartree
level nearest eps_2, B form: -0.12500000 hartree
level nearest eps_2, D and S form: -0.12500000 hartree
D and S form, lowest three levels: -0.500000 -0.125000 -0.055554 hartree
exact hydrogen 3s energy = -0.055556 hartree
smallest eigenvalue of S = 0.969898
complex three-projector model, duality error = 3.0e-16
```
